# Van der Pauw's Sheet-Resistance Equation by Conformal Mapping

A TiN film with a sheet resistance of 16 Ω per square covers an irregular area about 1 cm across. Four small contacts A, B, C, D sit at unequal distances along its edge. Two four-terminal measurements on this model film give 4.143818 Ω and 2.982572 Ω. Neither number has an evident relation to 16 Ω. Yet if each is multiplied by $-\pi/(16\ \Omega)$ and exponentiated, the results are 0.443243 and 0.556757, and their sum is 1. Neither the outline of the film nor the places of the contacts entered this sum.

## Statement and assumptions

The lamella is a bounded, simply connected plane region whose edge is a closed curve without self-crossings. Its sheet resistance $R_s$ is uniform and isotropic, Ohm's law holds locally, the edge is insulated, and there is at first no magnetic field. The contacts A, B, C, D follow one another counterclockwise on the edge. A current contact is the limit of a shrinking equipotential contact at fixed current; a voltage contact reads the potential at a point and draws no current. Define

$$R_1=\frac{V_D-V_C}{I}\ \ (I\text{ enters at A, leaves at B}),\qquad R_2=\frac{V_A-V_D}{I}\ \ (I\text{ enters at B, leaves at C}). \tag{1}$$

The claim is

$$e^{-\pi R_1/R_s}+e^{-\pi R_2/R_s}=1, \tag{2}$$

and that (2) has one positive root $R_s$.

## Potential and stream function

Let $\mathbf K$ be the current per unit width and $u$ the potential. Then $\mathbf K=-\nabla u/R_s$, and charge conservation, $\nabla\cdot\mathbf K=0$, gives $\nabla^2u=0$. Since no net current crosses a closed loop in a simply connected region, there is a single-valued stream function $\psi$ with

$$K_x=\partial_y\psi,\qquad K_y=-\partial_x\psi. \tag{3}$$

Along a path element $(dx,dy)$ the normal pointing to the right is $(dy,-dx)$, so the current crossing from left to right is $K_x\,dy-K_y\,dx=d\psi$. On a counterclockwise walk along the edge the interior lies to the left, and $d\psi$ is the current leaving the film. Hence $\psi$ is constant on insulated parts, drops by $I$ at a source and rises by $I$ at a sink. For current from A to B we choose

$$\psi=-I\ \text{on the arc from A to B},\qquad \psi=0\ \text{on the rest of the edge}. \tag{4}$$

Combining (3) with Ohm's law gives $\partial_xu=-R_s\partial_y\psi$ and $\partial_yu=R_s\partial_x\psi$. These are the Cauchy–Riemann equations for

$$F=u-iR_s\psi, \tag{5}$$

so $F$ is analytic and $\psi$ is harmonic.

With contacts of finite size, $u$ has its maximum on the source and its minimum on the sink. Current therefore enters all along the source and leaves all along the sink, and $-I\le\psi\le0$ on the edge and, by the maximum principle, inside. The point-contact solution is accordingly the bounded harmonic function with edge values (4).

There is one such function. Let $d$ be the difference of two of them. It is bounded and vanishes on the edge except perhaps at the contact points $p_1,p_2$. With $L$ the diameter of the region, $g=\ln(L/|z-p_1|)+\ln(L/|z-p_2|)$ is harmonic, non-negative, and infinite at both contacts. For every $\epsilon>0$ the maximum principle gives $|d|\le\epsilon g$; letting $\epsilon\to0$ gives $d=0$. This argument uses no tangent or normal, so corners in the edge are allowed.

## Transfer to the half-plane

By the Riemann mapping theorem there is a one-to-one analytic map $z=f(w)$ from the unit disk to the lamella. For an edge without self-crossings it extends continuously and one-to-one to the edge (Carathéodory's theorem), preserving the counterclockwise order. Rotate the disk so that $w=1$ corresponds to an edge point between D and A, and set

$$\zeta=i\,\frac{1+w}{1-w}. \tag{6}$$

The centre $w=0$ goes to $\zeta=i$. On the rim, $w=e^{i\theta}$, we have $1+w=2\cos(\theta/2)\,e^{i\theta/2}$ and $1-w=-2i\sin(\theta/2)\,e^{i\theta/2}$, so

$$\zeta=-\cot(\theta/2), \tag{7}$$

which rises from $-\infty$ to $\infty$ as $\theta$ runs from 0 to $2\pi$. The lamella becomes the upper half-plane, and the contacts become real points $x_1<x_2<x_3<x_4$.

An analytic function of an analytic function is analytic. A function $F$ found in the half-plane therefore gives, at corresponding points, an analytic $F$ in the lamella. Its $\psi$ keeps its bound and edge values, so uniqueness makes it the required solution. Potentials at corresponding points are equal, and $R_s$ in (5) is unchanged.

For current from A to B the half-plane solution is an angle:

$$\psi=-\frac I\pi\left[\arg(\zeta-x_2)-\arg(\zeta-x_1)\right],\qquad 0\le\arg\le\pi. \tag{8}$$

On the real line both arguments are $\pi$ to the left of $x_1$ and both are 0 to the right of $x_2$, so $\psi=0$ there. Between the contacts the first is $\pi$ and the second 0, so $\psi=-I$. At infinity the difference tends to zero. This is (4). Since the imaginary part of $F$ is $-R_s\psi$,

$$F=\frac{IR_s}{\pi}\left[\ln(\zeta-x_2)-\ln(\zeta-x_1)\right]+\text{const},\qquad
u=\frac{IR_s}{\pi}\ln\frac{|\zeta-x_2|}{|\zeta-x_1|}+\text{const}. \tag{9}$$

The potential is high at the source, as it must be. Near $x_1$ the radial current density is $I/(\pi r)$; times the length $\pi r$ of a half circle it gives $I$. The half circle is the origin of $\pi$ in (2). A contact well inside the film would feed a full circle, and the proof would not apply.

Equation (8) also justifies the point limit. Small finite contacts change $\psi$ on the edge by at most $I$, and only on the contacts. Inside, the change is at most $I/\pi$ times the angle the contacts subtend, which tends to zero as they shrink. On the insulated line the change vanishes, so it can be continued by reflection; its derivatives then tend to zero there too, and so does the change in $V_D-V_C$.

## The two resistances

From (9), with $V_C=u(x_3)$ and $V_D=u(x_4)$,

$$R_1=\frac{R_s}{\pi}\left[\ln\frac{x_4-x_2}{x_4-x_1}-\ln\frac{x_3-x_2}{x_3-x_1}\right],$$

and therefore

$$e^{-\pi R_1/R_s}=\frac{(x_4-x_1)(x_3-x_2)}{(x_4-x_2)(x_3-x_1)}. \tag{10}$$

For current from B to C, replace $x_1,x_2$ in (9) by $x_2,x_3$. With $V_A=u(x_1)$ and $V_D=u(x_4)$,

$$R_2=\frac{R_s}{\pi}\left[\ln\frac{x_3-x_1}{x_2-x_1}-\ln\frac{x_4-x_3}{x_4-x_2}\right],\qquad
e^{-\pi R_2/R_s}=\frac{(x_2-x_1)(x_4-x_3)}{(x_4-x_2)(x_3-x_1)}. \tag{11}$$

Write $a=x_2-x_1$, $b=x_3-x_2$, $c=x_4-x_3$. The numerators add to

$$(a+b+c)\,b+ac=ab+b^2+bc+ac=(a+b)(b+c), \tag{12}$$

which is the common denominator. This proves (2). The shape survives in one number, the ratio (10); the second measurement eliminates it.

Both ratios are positive and sum to 1, so each is below 1 and $R_1,R_2>0$. As $R_s$ runs from 0 to infinity, the left side of (2) rises strictly from 0 to 2, so the root is unique. At $R_s=\pi\min(R_1,R_2)/\ln2$ neither exponential exceeds 1/2; at $R_s=\pi\max(R_1,R_2)/\ln2$ neither is below 1/2. The root lies between these values.

## Nearly equal and very unequal resistances

Let $\bar R=(R_1+R_2)/2$ and $\delta=\pi(R_1-R_2)/(2R_s)$. Equation (2) becomes $e^{-\pi\bar R/R_s}\,2\cosh\delta=1$, or

$$R_s=\frac{\pi\bar R}{\ln 2+\ln\cosh\delta}. \tag{13}$$

For equal resistances $R_s=\pi\bar R/\ln2=4.532\,\bar R$. Otherwise this average formula is too high, because $\ln\cosh\delta>0$.

To see how measurement errors enter, write $p_i=e^{-\pi R_i/R_s}$ and differentiate (2):

$$\frac{dR_s}{R_s}=\frac{p_1\,dR_1+p_2\,dR_2}{p_1R_1+p_2R_2}. \tag{14}$$

If $R_1\ll R_s$, then $p_2=1-p_1\approx\pi R_1/R_s$, so $R_2\approx(R_s/\pi)\ln[R_s/(\pi R_1)]$. The denominator of (14) is then about $R_1(1+\pi R_2/R_s)$ and tends to zero with $R_1$. A fixed absolute error in $R_1$ thus produces a growing relative error in $R_s$. Equation (2) remains true, but very unequal resistances make poor use of a voltmeter of fixed resolution.

## The TiN lamella

The film is 50 nm thick with resistivity 80 µΩ cm, so $R_s=80\times10^{-6}\ \Omega\,\text{cm}/(50\times10^{-7}\ \text{cm})=16\ \Omega$ per square. Its outline is the image of the unit circle under

$$z=5\ \text{mm}\,(w+0.22\,w^2+0.12\,i\,w^3). \tag{15}$$

The map is one-to-one: $z(w)-z(w')$ is $5\ \text{mm}\,(w-w')$ times a factor of modulus at least $1-2(0.22)-3(0.12)=0.2$. The half-plane positions of the contacts are $-4.35246$, $-0.50785$, $0.06130$ and $1.06952$. Equation (10) gives

$$e^{-\pi R_1/R_s}=\frac{5.42198\times0.56915}{1.57737\times4.41376}=0.44324, \tag{16}$$

and (11) gives $3.84461\times1.00822/(1.57737\times4.41376)=0.55676$.

The resistances in the opening paragraph were found without this map. A boundary-integral solution received only coordinates of edge points and imposed zero normal current between the contacts. Its $R_1$ and $R_2$ agree with the half-plane formulas to all six printed decimals. A second test used the outline $r=1+0.15\cos3\varphi+0.1\sin2\varphi+0.05\cos5\varphi$, with contacts at $\varphi=9^\circ$, $84^\circ$, $199.8^\circ$ and $282.6^\circ$ and no map supplied. It gave $R_1/R_s=0.110008$ and $R_2/R_s=0.391618$; the sum in (2) differed from 1 by about $5\times10^{-15}$, which is rounding error.

For the TiN film the bounds on the root are 13.52 and 18.78 Ω, and the root is 16.00 Ω. The average formula gives 16.15 Ω, 0.9 % too high. Equation (13) accounts for this: $\delta=\pi(1.1612)/32=0.114$ and $\ln\cosh\delta=0.0065$, which is 0.9 % of $\ln2$.

## A hole breaks the equation

Take a disk of radius 1 with a concentric insulated hole of radius $q$. A potential varying as $\cos m\theta$ has radial part $r^m+q^{2m}r^{-m}$, whose slope vanishes at $r=q$. At $r=1$ its value divided by its slope is $h_m/m$, with $h_m=(1+q^{2m})/(1-q^{2m})$; without the hole it is $1/m$. A unit point current at angle 0 has density $1/(2\pi)+(1/\pi)\sum_{m\ge1}\cos m\theta$ along the rim, and the constant terms of source and sink cancel. For four equally spaced contacts, adding the contributions of A and B at D and C gives

$$\frac{\pi R_1}{R_s}=2\sum_{m\ge1}\frac{h_m}{m}\left[\cos\frac{m\pi}{2}-\cos m\pi\right]. \tag{17}$$

For $q=0$, $\sum\cos(m\theta)/m=-\ln[2\sin(\theta/2)]$ makes the right side $2(-\tfrac12\ln2+\ln2)=\ln2$, as (2) requires with $R_1=R_2$. For $q=0.5$ the sum in (2) is 0.337, and applying (2) regardless would return 2.57 times the true $R_s$. The proof fails because a region with a hole cannot be mapped one-to-one and continuously onto a half-plane.

## A perpendicular magnetic field

In a uniform field normal to an isotropic film, $-\nabla u=R_s\mathbf K+\rho_H\,\hat{\mathbf z}\times\mathbf K$, where $\rho_H$ is the Hall sheet resistance in this sign convention and $R_s$ may depend on the field. From (3), $\hat{\mathbf z}\times\mathbf K=(-K_y,K_x)=\nabla\psi$. The Hall term is a gradient, so $\mathbf K$ remains free of curl, $\psi$ remains harmonic, and (4) still fixes it. The potential is

$$u=u_0-\rho_H\psi, \tag{18}$$

where $u_0$ is the solution (9). In both measurements of (1) the voltage contacts lie on the same arc between the current contacts and have equal $\psi$. The Hall term cancels, and (2) holds with $R_s$ at that field.

If current enters at A and leaves at C, then $\psi=-I$ at B and 0 at D, so $(V_B-V_D)/I$ contains $+\rho_H$. Reversing the field changes the sign of $\rho_H$ and leaves $R_s$ unchanged, so half the difference of the two readings is $\rho_H$.

## What a real film changes

The resistivity and thickness are rough typical values for a conducting TiN film; real resistivities depend strongly on deposition. Cubic symmetry makes the conductivity of an unstrained TiN crystal isotropic in linear response, but strain or tilted columnar grains can make a film anisotropic in its plane; here the film is taken as isotropic. The substrate is taken as insulating. The estimates below concern non-uniformity, contacts of finite length and temperature.

For non-uniform $R_s$, let $\mathbf J$ be the current density per unit current from A to B, with potential $\varphi$, and $\mathbf J'$ that for current from D to C, with potential $\varphi'$. Since $\mathbf J'$ has no divergence and enters at D,

$$\int R_s\,\mathbf J\cdot\mathbf J'\,dA=-\int\mathbf J'\cdot\nabla\varphi\,dA=-\oint\varphi\,\mathbf J'\cdot\mathbf n\,ds=\varphi(D)-\varphi(C)=R_1. \tag{19}$$

When $R_s$ changes slightly, $\mathbf J$ changes by a field with neither divergence nor flux through the edge. By the same integration its product with $R_s\mathbf J'=-\nabla\varphi'$ integrates to zero, and likewise with the roles exchanged. To first order,

$$\delta R_1=\int\delta R_s\,\mathbf J\cdot\mathbf J'\,dA, \tag{20}$$

and similarly for $R_2$. Suppose $R_s$ rises linearly by 5 % across the example toward increasing $x=\operatorname{Re}z$. The extracted value then lies 0.8 % below the area average; to first order, reversing the slope reverses the sign. The direction matters: the same rise toward increasing $y=\operatorname{Im}z$ puts the extracted value only about 0.2 % above the average. If $R_s$ instead rises by 5 % as the square of the distance from $z=0$ to the farthest edge point, the extracted value is 1.1 % below the average, or about 0.17 Ω. The measurement does not weight all parts of the film equally.

Equipotential contacts 0.5 mm long, on an otherwise uniform film, lower the extracted $R_s$ by 0.18 to 0.19 %, the last digit depending on whether they are centred in the disk angle or in arc length. Halving all four lengths reduces the error to 0.046 %, a factor of 4.0, as for a quadratic law. With a rough temperature coefficient of $5\times10^{-4}$ per K, a drift of 5 K changes $R_s$ by 0.25 %. Joule heating at 1 mA is 43 µW; even with cooling by air alone, at a rough 10 W/(m² K) from one face, the mean rise is 0.05 K. The thickness is $10^{-4}$ of the contact length, which supports the two-dimensional description. Of the effects sized here, the slope along $x$ and the quadratic profile are the largest; a slope along $y$ is no larger than the temperature drift.

## Numbers as computed

```
film thickness: 50 nm
input resistivity (rough): 80.0 microohm cm
input sheet resistance: 16.0000 ohm/sq
map scale: 5.0 mm; c2 = 0.22; c3 = 0.12j
lamella width, height: 10.66, 10.97 mm
lamella area: 89.54 mm2
A: disk angle 0.45167 rad, half-plane x -4.35246, place (4.593, 3.175) mm
B: disk angle 2.20177 rad, half-plane x -0.50785, place (-3.474, 3.558) mm
C: disk angle 3.26403 rad, half-plane x 0.06130, place (-3.680, -0.904) mm
D: disk angle 4.77955 rad, half-plane x 1.06952, place (-1.342, -5.256) mm
R1 from boundary integral: 4.143818 ohm
R2 from boundary integral: 2.982572 ohm
R1 from half-plane formula: 4.143818 ohm
R2 from half-plane formula: 2.982572 ohm
change of R on doubling edge points: 6.0e-14 ohm
exp(-pi R1/Rs): 0.443243
exp(-pi R2/Rs): 0.556757
sum minus 1, lamella: 7.8e-15
sum minus 1, wavy star: -4.7e-15
star R1/Rs, R2/Rs: 0.110008, 0.391618
voltages at 1 mA: 4.1438, 2.9826 mV
recovered sheet resistance: 16.0000 ohm/sq
recovered resistivity: 80.000 microohm cm
lower bound for root: 13.5181 ohm/sq
upper bound for root: 18.7813 ohm/sq
plain average formula: 16.1497 ohm/sq
correction factor Rs/average: 0.99073
pi/ln 2: 4.53236
disk with hole, radius ratio 0.5: sum = 0.3368
hole: apparent Rs / true Rs = 2.5701
nominal contact length: 0.50 mm
contact chords: 0.500 to 0.500 mm
Rs error from finite contacts: -0.1848 %
same, half the length: -0.0460 %
ratio of these errors: 4.014
assumed sheet-resistance variation: 5 %
Rs error against area mean, wedge along x: -0.826 %
Rs error against area mean, bowl: -1.072 %
temperature coefficient (rough): 5.0e-04 1/K
Rs change for 5 K drift: 0.25 %
two-terminal resistance A-B: 43.34 ohm
Joule power: 43.3 microwatt
air cooling (rough): 10 W/(m2 K)
mean heating, air cooling only: 0.048 K
Rs change by heating: 0.00242 %
film thickness / contact length: 1.0e-04
```
